# Why an isolated sink in two dimensions has no steady rate constant

Particles wander over a flat surface that contains one circular trap. Whatever touches the rim of the trap is removed. After the first particles near the rim have gone, the trap must wait for others to diffuse in from farther away. Does the supply settle to a steady rate, proportional to the density of particles on the surface?

The belief that it does has a good argument behind it. In three dimensions an absorbing sphere reaches a steady rate constant, and a disk in a plane looks like the same problem with one coordinate fewer. There is even a steady formula for the disk, $2\pi D/\ln(b/a)$, with $b$ some outer distance that enters only through a logarithm. Moreover, a rate followed for a short time may look constant. Yet for one disk in an unbounded plane the rate coefficient has no nonzero limit: it falls to zero as the inverse of a logarithm of time.

## The problem and the tempting analogy

Let the disk be fixed, with radius $a$. The particles are independent, have diffusion constant $D$, and start with uniform density $c_0$ at all $r>a$. Diffusion is treated as continuous, so $a$ must be large compared with a single hop. The equations contain no $\hbar$ and keep their form in atomic units.

The density $c$ obeys the diffusion equation with $c=0$ at the rim. Write $c=c_0S$, so that

$$\frac{\partial S}{\partial t}=D\nabla^2S,\qquad S(a,t)=0,\qquad S(r,0)=1 .$$

The ratio $S(r,t)$ is also the probability that a particle started at $r$ is still free at time $t$. The reason is that the probability density for going from $\mathbf r$ to $\mathbf r'$ without touching the rim equals that for going back. Integrating it over end points gives the survival probability; integrating over starting points gives $c/c_0$.

The inward flux per unit length of rim is $D\,\partial c/\partial r$. The rate coefficient is the total inward flux divided by $c_0$:

$$k(t)=2\pi aD\left.\frac{\partial S}{\partial r}\right|_{r=a}.$$

It has the dimension of area per time.

For a sphere in three dimensions, $w=rS$ obeys the one-dimensional diffusion equation, with $w(a,t)=0$ and $w(r,0)=a+(r-a)$. The linear part $r-a$ does not change, and the constant $a$ becomes an error function:

$$w=(r-a)+a\,\mathrm{erf}\!\left(\frac{r-a}{\sqrt{4Dt}}\right).$$

At the surface $\partial S/\partial r=(1/a)\,\partial w/\partial r$, because $w$ vanishes there. Multiplying by $4\pi a^2D$ gives

$$k_{3}(t)=4\pi Da\left(1+\frac{a}{\sqrt{\pi Dt}}\right)\to4\pi Da .$$

In the plane, a steady radial solution must satisfy $(rS')'=0$, so $S=A\ln(r/a)$ once the rim condition is imposed. A probability cannot exceed one, but this function grows without limit unless $A=0$. The only admissible steady state is therefore $S=0$, with no flux.

If instead a reservoir holds $S=1$ at $r=b$, then $A=1/\ln(b/a)$ and $k=2\pi D/\ln(b/a)$. This is a correct steady rate for a different system. It vanishes as $b\to\infty$, though slowly enough to make the choice of $b$ seem harmless.

## Recurrence forces the rate to zero

A diffusing particle in the plane is recurrent: it reaches any given disk with probability one. This can be turned into a bound on the rate.

Fill the inside of the disk with particles as well, at density $c_0$, and let the rim absorb from both sides. The total rate coefficient $k_{\rm tot}$ is then at least $k$. Suppose that each absorbed particle continues as a ghost that diffuses freely. Live particles and ghosts together perform free diffusion from a uniform start, so their combined density remains $c_0$ everywhere. At the rim the live density is zero, and the ghosts must supply all of $c_0$.

Ghosts are released evenly around the rim at the rate $c_0k_{\rm tot}(t')$. Let $g(t)$ be the density at a rim point, a time $t$ after one particle is released at random on the rim. Adding all releases and dividing by $c_0$ gives

$$\int_0^t k_{\rm tot}(t')\,g(t-t')\,dt'=1 .$$

Survival probabilities cannot increase with time. Since $S$ stays zero at the rim, its slope there cannot increase either, on either side. Thus $k_{\rm tot}(t')\ge k_{\rm tot}(t)$ for $t'\le t$, and the integral is at least $k_{\rm tot}(t)G(t)$, where $G(t)=\int_0^t g\,dt'$. Hence

$$k(t)\le k_{\rm tot}(t)\le\frac1{G(t)} .$$

The quantity $G$ measures how much time a free particle spends near its starting rim, per unit area. Recurrence means that this time grows without limit, and the rate must then vanish.

To find $G$, take two rim points separated by angle $\phi$. Their squared distance is $\rho^2=2a^2(1-\cos\phi)$. With angle brackets for the average over $\phi$,

$$G(t)=\left\langle\int_0^t\frac{e^{-\rho^2/4Dt'}}{4\pi Dt'}\,dt'\right\rangle
=\frac1{4\pi D}\left\langle\int_{\rho^2/4Dt}^{\infty}\frac{e^{-v}}v\,dv\right\rangle,$$

where $v=\rho^2/(4Dt')$. For small $z$, integration by parts gives

$$\int_z^\infty\frac{e^{-v}}v\,dv=-e^{-z}\ln z+\int_z^\infty e^{-v}\ln v\,dv\simeq-\ln z-\gamma .$$

The last integral tends to $\Gamma'(1)=-\gamma$, with $\gamma\simeq0.577$ Euler's constant.

It remains to average $\ln\rho^2=\ln a^2+2\ln[2\sin(\phi/2)]$. Let $J=\int_0^\pi\ln\sin x\,dx$. Writing $\sin x=2\sin(x/2)\cos(x/2)$ gives $J=\pi\ln2+J+J$, because each half-angle factor contributes $J$. So $J=-\pi\ln2$, the average of $\ln[2\sin(\phi/2)]$ is zero, and for $Dt\gg a^2$

$$4\pi D\,G(t)\simeq\ell,\qquad \ell=\ln\frac{4Dt}{a^2}-\gamma .$$

The return density falls as $1/t$, its integral grows as a logarithm, and the upper bound on $k$ behaves as $4\pi D/\ell$.

Recurrence by itself does not produce the logarithm. A particle on a line is also recurrent. There a point sink has $S=\mathrm{erf}(x/\sqrt{4Dt})$ on each side, and the two sides together give a flux $2\sqrt{D/(\pi t)}$ per unit initial density. The rate again vanishes, but as a power. In three dimensions the time integral of the free density at distance $\rho$ is $1/(4\pi D\rho)$. The average of $1/\rho$ between points of a sphere is $1/a$, as for the potential of a uniformly charged shell at its surface. So $G$ stops at $1/(4\pi Da)$, and a nonzero rate is allowed. Recurrence decides that the limit is zero; the $1/t$ return density of the plane makes the approach logarithmic.

## The decay law itself

A bound is not yet a value. Let a hat denote the Laplace transform over time, with variable $s$, and put $q=\sqrt{s/D}$. The diffusion equation becomes $s\hat S-1=D\nabla^2\hat S$. The solution that is bounded at infinity and zero at the rim is

$$\hat S=\frac1s\left[1-\frac{K_0(qr)}{K_0(qa)}\right],$$

with $K_0$ and $K_1$ modified Bessel functions. Since $K_0'=-K_1$,

$$\hat k(s)=\frac{2\pi D}{s}\,\frac{qa\,K_1(qa)}{K_0(qa)} .$$

Long times correspond to small $s$. There $zK_1(z)\to1$ and $K_0(z)\simeq-\ln(z/2)-\gamma$. Because $-\ln(qa/2)=\tfrac12\ln[4D/(sa^2)]$,

$$\hat k(s)\simeq\frac{4\pi D}{s\left\{\ln[4D/(sa^2)]-2\gamma\right\}} .$$

To invert, set $s=p/t$. The brace becomes $\ell-(\gamma+\ln p)$. On a contour that comes from $-\infty$ below the negative axis, passes around the origin at $|p|$ of order one and returns above the axis, the factor $e^p$ suppresses the distant parts. For large $\ell$ one may then expand in $1/\ell$:

$$k(t)\sim4\pi D\sum_{n\ge0}\frac{M_n}{\ell^{\,n+1}},\qquad
M_n=\frac1{2\pi i}\int\frac{e^p}{p}(\gamma+\ln p)^n\,dp .$$

This is an expansion for long times; the small-$s$ form must not be used at $s$ comparable with $D/a^2$. All the $M_n$ follow from one generating function. Hankel's integral for the gamma function gives

$$\sum_n M_n\frac{\nu^n}{n!}=\frac{e^{\gamma\nu}}{2\pi i}\int e^p p^{\nu-1}dp=\frac{e^{\gamma\nu}}{\Gamma(1-\nu)} .$$

The standard series $\ln\Gamma(1-\nu)=\gamma\nu+\zeta(2)\nu^2/2+\zeta(3)\nu^3/3+\dots$ turns the right side into

$$\exp\!\left[-\frac{\zeta(2)}2\nu^2-\frac{\zeta(3)}3\nu^3-\dots\right]
=1-\frac{\zeta(2)}2\nu^2-\frac{\zeta(3)}3\nu^3+\dots$$

Multiplying the coefficients by $n!$ gives $M_0=1$, $M_1=0$, $M_2=-\zeta(2)=-\pi^2/6$ and $M_3=-2\zeta(3)$. Therefore

$$k(t)=4\pi D\left[\frac1\ell-\frac{\pi^2}{6\,\ell^3}-\frac{2\zeta(3)}{\ell^4}+\dots\right].$$

The leading term coincides with the recurrence bound, and the first correction lies below it. There is no $1/\ell^2$ term because $\gamma$ has been kept inside $\ell$.

The short form "$4\pi D$ over the logarithm of time" needs this care. The logarithm must contain $Dt/a^2$, not $t$ in some unit; with $t$ in seconds, $\ln t$ would vanish at one second. Replacing $\ell$ by $\ln(Dt/a^2)$ leaves the ultimate limit unchanged, but the relative error dies only as $1/\ell$.

## A rate for all times

The expansion can be judged against the full inverse transform. Deform the inversion contour onto the two sides of the negative $s$ axis, where $s=-Du^2/a^2$. This is allowed because $K_0$ has no zeros in the region crossed. The origin adds nothing, since $s\hat k\to0$ there. With $ds/s=2\,du/u$, the two sides combine into

$$k(t)=\frac1\pi\int_0^\infty e^{-Dtu^2/a^2}\,\mathrm{Im}(s\hat k)_+\,\frac{2\,du}{u},$$

where the plus sign marks the upper side, on which $qa=iu$. There the Bessel functions of imaginary argument give

$$\frac{qaK_1}{K_0}=u\,\frac{J_1-iY_1}{J_0-iY_0}
=u\,\frac{(J_1-iY_1)(J_0+iY_0)}{J_0^2+Y_0^2},$$

all taken at $u$. The imaginary part of the numerator product is $J_1Y_0-J_0Y_1=2/(\pi u)$. Thus $\mathrm{Im}(s\hat k)_+=4D/(J_0^2+Y_0^2)$ and

$$k(t)=\frac{8D}\pi\int_0^\infty\frac{e^{-Dtu^2/a^2}}{J_0^2(u)+Y_0^2(u)}\,\frac{du}u .$$

The values called full below come from this integral, evaluated by the trapezoidal rule in $\ln u$ with the slowly decaying lower tail added analytically.

## What the number says

Take round model parameters: $D=10^7$ Å$^2$/s, $a=10$ Å and $c_0=10^{-6}$ Å$^{-2}$. They illustrate the continuum model, not a real surface. With hops of 2.5 to 4 Å, a radius of 10 Å is only a few hops; on a square lattice the effective radius is then 8 to 25% smaller, which lowers $k$ at 1 s by about 1 to 4.5%. At this density each particle would also meet others about 20 times by 1 s, which the independent-particle model ignores. At $t=1$ s,

$$\frac{Dt}{a^2}=\frac{10^7}{100}=10^5,\qquad \ell=\ln(4\times10^5)-0.577=12.32 .$$

The leading law gives $4\pi\times10^7/12.32=1.020\times10^7$ Å$^2$/s. The full value is $1.008\times10^7$ Å$^2$/s, or $8.70\times10^{-10}$ atomic units. The leading law is thus 1.2% too high relative to the full value. Using $\ln(Dt/a^2)$ in place of $\ell$ gives $1.092\times10^7$ Å$^2$/s, which is 8.3% too high.

At three times the comparison is:

| $t$ (s) | $\ell$ | full $k$ (Å$^2$/s) | $4\pi D/\ell$ (Å$^2$/s) |
|---|---|---|---|
| $10^{-3}$ | 5.41 | $2.171\times10^7$ | $2.321\times10^7$ |
| $1$ | 12.32 | $1.008\times10^7$ | $1.020\times10^7$ |
| $10^3$ | 19.23 | $6.504\times10^6$ | $6.535\times10^6$ |

Over six decades of time the rate falls by a factor of 3.3, with no plateau.

Now suppose that an observer measures $k$ at 1 ms and declares it the rate constant. This needs an average over many copies of the system, since one disk captures only 0.027 particles on average by that time. The predicted capture by 1 s is $c_0k\times1\,\mathrm{s}=10^{-6}\times2.171\times10^7=21.7$ particles. The mean number actually captured is $c_0\int_0^t k\,dt'$. Integrating the formula for $k$ over time replaces its exponential by $(1-e^{-Dtu^2/a^2})\,a^2/(Du^2)$, and the same quadrature gives 11.0 particles. The supposed constant overestimates the capture by a factor of 1.97.

The error is easy to miss in a short record. Since $d\ell/d\ln t=1$, the leading law gives

$$-\frac{d\ln k}{d\ln t}\simeq\frac1\ell .$$

At 1 s this is 0.081; a numerical derivative of the full rate gives 0.079. With that exponent held fixed, a tenfold increase in time multiplies $k$ by $10^{-0.079}=0.83$; because the exponent shrinks meanwhile, the full rate is multiplied by 0.85 between 1 s and 10 s. Scatter of that size in the data would hide the decay, and a fit to a short record could equally well return a weak power law. Neither description can be carried far. The exponent of the full rate is itself 0.160 at 1 ms and 0.0515 at 1000 s.

The decay is also slow to complete. Halving the leading law requires doubling $\ell$, which multiplies the time by $e^{12.32}$, about $2.2\times10^5$. Solving for half the full rate at 1 s gives $2.8\times10^5$ s, a little over three days; $\sqrt{Dt}$ is then 0.17 mm, so the surface would have to be free of other sinks over a fraction of a millimetre. The full answer is later because the rate lies below the leading law by a fraction that shrinks with time. The series gives this fraction as about $\pi^2/(6\ell^2)+2\zeta(3)/\ell^3$, which is 1.2% at 1 s but only 0.3% at $\ell\approx25$. Halving therefore needs $\ell$ about 0.9%, or 0.23, larger than $2\times12.32$, and this lengthens the time by a further factor $e^{0.23}\approx1.26$.

## The outer radius that keeps moving

The steady formula fails in an instructive way. At distances with $qr\ll1$, the small-argument form of $K_0$ gives

$$\hat S=\frac{K_0(qa)-K_0(qr)}{sK_0(qa)}\simeq\frac{\ln(r/a)}{sK_0(qa)}
\simeq\frac{\hat k}{2\pi D}\ln\frac ra .$$

The last step uses $\hat k\simeq2\pi D/[sK_0(qa)]$. Back in time, for $r\ll\sqrt{Dt}$ and $Dt\gg a^2$,

$$S(r,t)\simeq\frac{k(t)}{2\pi D}\ln\frac ra .$$

Near the trap the profile does have the steady logarithmic shape, but its amplitude sinks. To leading order one may write $k=2\pi D/\ln(R/a)$, provided that $2\ln(R/a)=\ell$. This fixes

$$R(t)=2e^{-\gamma/2}\sqrt{Dt}\simeq1.50\sqrt{Dt} .$$

The outer radius marks the reach of the depletion, and it keeps growing. It is not the edge of an emptied zone: $S$ is already 0.96 at $r=R$ at 1 s, and the profile above reaches $S=1/2$ at $\ln(r/a)=\pi D/k$, which is only 226 Å at that time. The radius $R$ itself is much larger. In the example it is 150 Å at 1 ms and 4740 Å at 1 s. In three dimensions the depleted region grows too, but the steady profile $1-a/r$ already tends to one far away, so its growth ceases to matter.

The sinking amplitude is recurrence seen from the particle's side. A particle that starts 100 Å from the center has survival probability

$$S\simeq\frac{1.008\times10^7}{2\pi\times10^7}\ln10=0.37$$

at 1 s, and 0.24 at 1000 s. Since $k\to0$, the probability tends to zero for every fixed starting point. No particle escapes for good. At any finite time the region beyond a few $R$ is still undepleted, but it recedes without limit and cannot sustain a constant flux.

## When a constant is legitimate

A steady rate can exist when something outside the isolated-sink problem stops the growth of $R$. A reservoir at radius $b$ does so after a time of order $b^2/D$. For $b=10^3$, $10^5$ and $10^7$ Å, the steady values $2\pi D/\ln(b/a)$ in the example are $1.36\times10^7$, $6.8\times10^6$ and $4.5\times10^6$ Å$^2$/s. The disk and the diffusion constant are the same in all three cases; the boundary has changed the "constant".

Other sinks also end the isolation. If their number per area is $n$, the single-sink law is safe while $\pi R^2n\ll1$; later the depleted regions overlap. In a closed finite sample the law begins to fail once $R$ reaches the edge, because the density then falls throughout the sample. A constant appears in these cases only if the flux is divided by the falling mean density. For a circular cell with a reflecting wall at $b$, a stand-in for a regular array with $\pi b^2n=1$, this ratio settles within a time of order $b^2/D$; for $b=100a$ it is $1.61D$, close to $2\pi D/[\ln(b/a)-3/4]=1.63D$ and above the reservoir value $1.36D$. Desorption at a rate $\kappa$ does not give a constant by itself: it multiplies the density everywhere by $e^{-\kappa t}$, and the flux divided by the far density is still $k(t)$. Nor does uniform deposition at a rate $F$ by itself: each added batch behaves like the first, the flux is $c_0k(t)+F\int_0^tk\,dt'$, and its ratio to the far density $c_0+Ft$ still tends to zero. The two together, with $F=\kappa c_0$, do give one. The steady equation $D\nabla^2S=\kappa(S-1)$ has the form of the transformed equation above with $s=\kappa$, so $k=2\pi D\,qa\,K_1(qa)/K_0(qa)$ with $q=\sqrt{\kappa/D}$, and the cutoff is the length $\sqrt{D/\kappa}$.

A diffusion-limited rate constant quoted for a trap on a surface therefore needs its cutoff stated with it: the reservoir distance, the sink density, the desorption length or the time of observation. The need is weaker for a rim that captures only a small fraction of arrivals. If the capture rate is $0.1D$ times the density at the rim, the coefficient in the example falls by a factor of only 1.1 over the same six decades. For one trap in an unbounded plane with a uniform initial density, the observation time is the only cutoff available, and the rate coefficient continues to fall.

Numbers in the example were calculated in double precision.
